Asymptotic exchange between two hydrogenic donors from a surface integral

The exchange splitting of two distant donors is a small difference between two large energies. For donors 15 nm apart with the rough silicon parameters used below, it is about 7 µeV, while the two electrons together are bound by about 60 meV. When total energies are subtracted, any error that the two states do not share must therefore be much smaller than one part in 10⁴. A simpler estimate, which subtracts the energies of singlet and triplet states built from products of undisturbed 1s orbitals, gets the exponential right but not the prefactor, and at very large separation it even gives the wrong sign. The surface integral derived here avoids the subtraction and, once the correlation of the electrons is included, gives both the exponential and the leading power of the separation.

1. Result and conventions

Each donor has one isotropic, nondegenerate 1s envelope and a purely Coulombic core. With relative permittivity κ and effective mass m* (in electron masses), the units are

a* = κ a₀/m*,  Ha* = m* Ha/κ²,

where a₀ is the Bohr radius and Ha the hartree. Lengths and energies are in these units until section 7. The splitting is defined as

J = E(triplet) − E(singlet),

so J > 0 means a singlet ground state, and the equivalent spin Hamiltonian is J S₁·S₂. For separation R → ∞,

J = C R^(5/2) e^(−2R) [1 + O(R^(−1/2))],

C = 4√π ∫₀¹ y^(3/2) (2−y)^(1/2) e^(−y) dy = 1.637.

In ordinary units this is J = C Ha* (R/a*)^(5/2) exp(−2R/a*). If energies are expressed in effective rydbergs, the coefficient is 2C, because Ha* = 2 Ry*.

The donor nuclei A and B lie at z = −a and z = +a, with a = R/2. The Hamiltonian is

H = −½∇₁² − ½∇₂² − 1/r1A − 1/r1B − 1/r2A − 1/r2B + 1/r12 + 1/R.

2. From an energy difference to a surface integral

Let Φ₊ and Φ₋ be the real, normalized spatial functions of the lowest singlet and triplet. Φ₊ is symmetric under exchange of the electrons and Φ₋ is antisymmetric. Define

Φ₁ = (Φ₊ + Φ₋)/√2,  Φ₂ = (Φ₊ − Φ₋)/√2.

With a suitable choice of signs, Φ₁ has electron 1 near A and electron 2 near B. Φ₂ is the same function with the electrons exchanged.

Let Ω be the region z₁ < z₂. Multiply HΦ₋ = E₋Φ₋ by Φ₊, multiply HΦ₊ = E₊Φ₊ by Φ₋, subtract, and integrate over Ω. The potentials cancel and the kinetic terms form a divergence:

J ∫_Ω Φ₊Φ₋ = −½ ∮ (Φ₊∇Φ₋ − Φ₋∇Φ₊)·dS.

Here ∇ acts in all six coordinates. Inserting Φ± = (Φ₁ ± Φ₂)/√2 and expanding, the terms Φ₁∇Φ₁ and Φ₂∇Φ₂ cancel, leaving

Φ₊∇Φ₋ − Φ₋∇Φ₊ = Φ₂∇Φ₁ − Φ₁∇Φ₂.

The boundary of Ω is z₁ = z₂ = z. Its outward unit normal is (ẑ₁ − ẑ₂)/√2, and a step dz along it has length √2 dz. The two factors √2 cancel, so the normal derivative times the surface element is D dz d²ρ₁ d²ρ₂, with

D = ∂/∂z₁ − ∂/∂z₂,

and ρ₁, ρ₂ the transverse positions. On the left side,

∫_Ω Φ₊Φ₋ = ½ ∫_Ω (Φ₁² − Φ₂²) ≈ ½,

because Φ₁ lies almost wholly inside Ω and Φ₂ almost wholly outside. The error is exponentially small in R. Hence

J = −∫ (Φ₂ DΦ₁ − Φ₁ DΦ₂) dz d²ρ₁ d²ρ₂.

This identity was tested on a one-dimensional model, with wells −1/√((x ∓ 3.5)² + 1) and repulsion 1/√((x₁−x₂)² + 1) in ordinary atomic units. On a grid of spacing 0.15, diagonalization gives J = 1.42167×10⁻⁴ Ha and the surface integral 1.42160×10⁻⁴ Ha. The relative difference, 5×10⁻⁵, is the size expected from replacing the computed half-space integral 0.499975 by ½.

3. The equation for the correlation factor

The surface lies midway between the donors, where the wave function is small and each electron feels the other donor and the other electron. Write

Φ₁ = χ φ(r1A) φ(r2B),  φ(r) = e^(−r)/√π.

Each orbital satisfies (−½∇² − 1/r)φ = −½φ. In −½∇₁²(χφ), the cross term is −∇₁χ·∇₁φ, and ∇₁φ(r1A) = −r̂1A φ, so it becomes +φ r̂1A·∇₁χ. The same holds for electron 2.

Φ₁ is not itself an eigenfunction. With E = (E₊ + E₋)/2 it satisfies HΦ₁ = EΦ₁ − ½JΦ₂. In the part of the region z₁ ≤ z₂ that matters for J, Φ₂ is at most of the same order as Φ₁, so the last term is exponentially small compared with EΦ₁ and is dropped. This gives

−½(∇₁² + ∇₂²)χ + r̂1A·∇₁χ + r̂2B·∇₂χ = (1/r1B + 1/r2A − 1/r12 − 1/R + E + 1)χ.

For two neutral atoms, E + 1 is of second order in a dipole interaction ∝ R⁻³, hence ∝ R⁻⁶. Over a path of length ∝ R its effect vanishes. Dropping the Laplacian as well gives

(r̂1A·∇₁ + r̂2B·∇₂) ln χ = 1/r1B + 1/r2A − 1/r12 − 1/R.

The left side is a derivative along a ray on which both electrons move outward from their own nuclei at unit rate. Trace the ray back until one electron reaches its nucleus. If that is electron 1, then r1B = R and r12 = r2A, and the right side is zero: the other electron sees a neutral atom. The undisturbed product is correct there, so χ = 1. The same argument applies if electron 2 arrives first.

4. Solving along the axis

Take a surface point with z ≤ 0 and define its distances from the two nuclear planes,

p = a + z,  q = a − z,  p + q = R,  p ≤ q.

To leading order the rays run parallel to the axis. Electron 1 leaves A at t = 0 and reaches the surface at t = p. Electron 2 meets it there, moving the opposite way. At time t,

r1B = R − t,  r2A = 2p − t,  r12 = √(4(p−t)² + ρ²),

where ρ = |ρ₁ − ρ₂|. Therefore

ln χ = ∫₀^p [1/(R−t) + 1/(2p−t) − 1/√(4(p−t)²+ρ²) − 1/R] dt.

The four terms integrate to

ln χ = ln(R/q) + ln 2 − ½ arsinh(2p/ρ) − p/R.

For large R and away from the nuclei, ρ is much smaller than p. Then arsinh(2p/ρ) ≈ ln(4p/ρ), and

χ = (2R/q) √(ρ/4p) e^(−p/R) = (R/q) √(ρ/p) e^(−p/R).

What enters J is the square:

χ² = R² ρ e^(−2p/R)/(q² p).

For z > 0, exchange p and q. The factor ρ comes from the repulsion and suppresses configurations in which the electrons meet on the surface. The attraction of each electron to the other donor increases χ.

The size of the neglected terms follows from the transverse width. Section 5 shows that ρ is of order √R.

• The repulsion makes ln χ vary over a distance ρ during the last part of the path, which has length of order ρ. There the Laplacian term is of order 1/ρ² ~ 1/R, and its integral is of order R^(−1/2).
• The transverse motion has slope ρ/p ~ R^(−1/2) and multiplies a gradient 1/ρ. This is again 1/R over a path √R.
• Earlier on the path, at electron separation u ≫ ρ, the Laplacian term is of order 1/u². Its integral from u ~ ρ upward is also of order 1/ρ.
• On the surface, D ln χ is dominated by −1/ρ, against −2 from the orbitals.

All four give relative corrections of order R^(−1/2). This is a slow approach: at R = 9 the parameter R^(−1/2) is still 1/3.

5. The surface integral

In Φ₁, electron 1 decays toward positive z and electron 2 toward negative z, so DΦ₁ ≈ −2Φ₁. Exchange reverses the sign: DΦ₂ ≈ +2Φ₂. Thus

J = −∫ (−2 − 2)Φ₁Φ₂ = 4 ∫ Φ₁Φ₂ dz d²ρ₁ d²ρ₂.

On the surface χ depends only on z and ρ, so it is the same in Φ₁ and Φ₂, and

Φ₁Φ₂ = (χ²/π²) exp[−(r1A + r1B + r2A + r2B)].

Expanding each distance as √(p² + ρ₁²) ≈ p + ρ₁²/(2p), and similarly for q and ρ₂, gives

r1A + r1B + r2A + r2B = 2R + β(ρ₁² + ρ₂²),

β = ½(1/p + 1/q) = R/(2pq).

Away from the ends β is of order 1/R, so the transverse width is of order √R, as used above.

Introduce the mean position P = (ρ₁ + ρ₂)/2 and the relative vector ρ₁ − ρ₂, of length ρ. The Jacobian is 1 and ρ₁² + ρ₂² = 2P² + ρ²/2. The two integrals are

∫ d²P e^(−2βP²) = π/(2β),

∫ d²ρ ρ e^(−βρ²/2) = 2π ∫₀^∞ ρ² e^(−βρ²/2) dρ = √2 π^(3/2) β^(−3/2).

Their product is π^(5/2) β^(−5/2)/√2. The two halves of the z range contribute equally, so

J = (8/π²) e^(−2R) ∫₋ₐ⁰ dz [R² e^(−2p/R)/(q²p)] (π^(5/2)/√2) (2pq/R)^(5/2).

Now set p = Ry/2, q = R(2−y)/2 and dz = R dy/2, with y from 0 to 1. The parts become

dz R²/(q²p) = 4 dy/[y(2−y)²],

(2pq/R)^(5/2) = R^(5/2) [y(2−y)]^(5/2)/(4√2),

e^(−2p/R) = e^(−y).

The constants combine as (8√π/√2) × 4/(4√2) = 4√π. The powers combine as y^(5/2−1) = y^(3/2) and (2−y)^(5/2−2) = (2−y)^(1/2). This gives

J = 4√π R^(5/2) e^(−2R) ∫₀¹ y^(3/2)(2−y)^(1/2)e^(−y) dy,

which is the stated result. The integrand vanishes at y = 0, so at large R the neighbourhoods of the nuclei, where the expansion in ρ/p fails, carry little weight. At R of about 7, ρ and p are comparable over most of the range. The expansion alone does not justify the formula there, and its accuracy has to be judged by the direct calculation in section 6.

6. The uncorrelated case and numerical tests

Setting χ = 1 in the same integral shows what correlation does. The relative integral is then 2π/β instead of √2 π^(3/2)β^(−3/2), the transverse product is π²/β², and

J₀ = 4e^(−2R) ∫₋ₐ^ₐ (2pq/R)² dz = R³e^(−2R) ∫₀¹ y²(2−y)² dy = (8/15) R³ e^(−2R).

Within this surface integral, correlation lowers the power from 3 to 5/2. The ratio J₀/J = (8/15)√R/C grows without limit, but it is 0.879 at R = 7.27 and passes through 1 near R = 9.4. Agreement at moderate R therefore cannot decide between the two laws.

The two powers separate clearly only at large R. There the three-dimensional surface integral was evaluated with full distances and numerically integrated rays, still without the Laplacian and without D ln χ. Divided by the formula it gives 0.904, 0.987 and 0.9987 at R = 10², 10⁴ and 10⁶. The last two deviations differ by a factor of about ten for a hundredfold increase in R, as a correction in R^(−1/2) requires. Between the last two separations the fitted power is 2.5025 with χ and 2.9999 without it. This tests the integration and the near-axis expansion, but not the neglect of the Laplacian.

A configuration-interaction (CI) calculation keeps the full two-electron Hamiltonian, within a finite basis of nine s, four p and two d Gaussian shells on each donor. Its ratio to the formula is

R = 6.00: 1.136
R = 7.27: 1.068
R = 9.00: 1.010

All three agree within the 20 percent required by the test. The near agreement at R = 9 should not be read as a one percent error of the asymptotic law. The ratio is still changing, and the basis is incomplete: at R = 7.27, adding the d functions raises J by about 4 percent, and a still larger basis with a third d shell, an f shell and functions at the midpoint raises the three ratios by a further 1 to 2 percent, to about 1.15, 1.08 and 1.03. The last digits of the listed ratios are therefore not converged. These three points do not show how the ratio behaves at larger R.

7. Worked example: shallow donors in silicon

Take the rough values κ = 11.7 and m* = 0.30, and a spacing of 15 nm. Then

a* = 2.064 nm,  Ha* = 59.63 meV,  R/a* = 15/2.064 = 7.268.

The two factors that depend on distance are

(R/a*)^(5/2) = 142.4,  exp(−2R/a*) = 4.863×10⁻⁷,

so that

J = 1.637 × 142.4 × 4.863×10⁻⁷ × 59.63 meV = 6.76×10⁻³ meV = 6.8 µeV.

This corresponds to J/h = 1.6 GHz and J/k_B = 78 mK. The CI value at the same spacing is 7.2 µeV in the basis of section 6 and about 7.3 µeV in the larger basis mentioned there, so the finite-separation error, under ten percent, is modest here.

The sensitivity to position is

d ln J/dR = 5/(2R) − 2/a* = 0.167 − 0.969 = −0.80 per nm.

At this slope one extra nanometre multiplies J by about 0.45. At 20 nm the formula gives 0.11 µeV, about 62 times less than at 15 nm.

8. What silicon adds to the model

The parameters are meant to resemble a phosphorus donor pair, for which spacings of 10 to 20 nm are relevant to spin devices. The isotropic model binds each electron by 29.8 meV, whereas the real binding energy is roughly 45 meV. Two assumptions fail seriously: the single isotropic valley and the purely Coulombic core. As the estimates below show, each can move J by more than an order of magnitude, so 6.8 µeV is a reference scale and not a prediction for a particular pair. The factors are separate estimates and should not be multiplied together.

Anisotropic mass. With masses 0.19 and 0.92, a one-valley variational envelope has a binding energy E of 29.6 meV, close to the isotropic value. Along a principal axis with mass m, the tail decays at the rate √(2mE) in ordinary atomic units. The decay lengths are 2.60 nm along a light axis and 1.18 nm along the heavy axis, compared with a* = 2.06 nm. At 15 nm, changing only the exponential multiplies J by about 20 or by 2×10⁻⁵. The prefactor changes as well and is not included, so these numbers show the trend and not the full change of J. For a pair along [100], four of the six valleys have the light mass in that direction, so they dominate the tail.

Central cell. Raising the binding energy to a rough 45 meV at fixed isotropic mass shortens the decay length to 1.68 nm. The exponential factor on J is then 0.036. The accompanying change of the prefactor is not included.

Valley interference. The donor ground state combines six valleys at wave vectors ±k₀ along the cubic axes. If all six have equal weight and identical envelopes, the phases multiply J by

|(1/6) Σ exp(ik·R)|² = [(cos k₀X + cos k₀Y + cos k₀Z)/3]²,

where (X, Y, Z) is the lattice vector between the donors. With k₀ = 0.85 × 2π/(0.543 nm), ten sites of one fcc sublattice lie within 0.5 nm of the point 15 nm away along [100]. Over these sites the factor runs from 0.04 to 0.97. A placement error of a few tenths of a nanometre can therefore matter much more than the smooth slope in section 7 suggests. Unequal envelopes would change these values.

Oxide interface. Let both donors lie 20 nm below an oxide with permittivity 3.9. The image strength is (11.7 − 3.9)/(11.7 + 3.9) = 0.50. Adding the image energy of all four charges to the ray integral, for electrons moving symmetrically toward the midpoint, changes ln J by −0.0005. This value is so small because, for this symmetric motion, the four charges have neither a net charge nor a net dipole, and their images lie 40 nm away. Other positions of the electrons do give a net dipole, so the full first-order image effect is more than ten times larger, a change of ln J of about −0.007, which is still below one percent of J here. This first-order estimate covers image charges alone; it does not include gate fields, interface charge or strain.

Temperature. J is a splitting, and its value does not ensure that the pair is in the singlet. Without a magnetic field, at 0.1 K, k_B T = 8.6 µeV exceeds J, and the ratio of triplet to singlet population is 3 exp(−6.76/8.62) = 1.4. At 4 K, again without a field, k_B T = 345 µeV and the four spin states are almost equally populated. A magnetic field changes these populations: at 1 T the Zeeman energy of one electron spin is about 116 µeV, far above J, and the lowest triplet state lies below the singlet.

9. Use in a calculation

The closed formula suits pairs with R/a* of about 6 to 9, where the CI comparison above suggests an error of roughly 15 percent or less for the isotropic model. For larger R it has the correct leading form, but its numerical error has not been measured here. At smaller R the expansion in R^(−1/2) has no clear justification and a direct two-electron calculation is preferable. At very large R/a*, evaluate ln J = ln C + (5/2) ln(R/a*) − 2R/a* + ln Ha* to avoid numerical underflow. For a specific silicon pair, the envelope anisotropy, central cell and valley phases must enter the wave function before J is computed. Further values are listed in the numerical output.

Computed values

```
prefactor C = 1.63657 (effective Hartree units)
1D wells, J by diagonalization = 1.42167e-04 Ha
1D wells, J by surface integral = 1.42160e-04 Ha
1D wells, half-space integral of product = 0.499975
R = 1e+02 a*: ray surface integral / formula = 0.90360
R = 1e+04 a*: ray surface integral / formula = 0.98725
R = 1e+06 a*: ray surface integral / formula = 0.99871
power of R with chi = 2.5025, with chi=1: 2.9999
chi=1 coefficient of R^3 exp(-2R) = 0.53333
R = 6.000 a*: CI J = 1.0077e-03 Ha*, formula = 8.8671e-04 Ha*, CI/formula = 1.136
R = 7.268 a*: CI J = 1.2105e-04 Ha*, formula = 1.1335e-04 Ha*, CI/formula = 1.068
R = 9.000 a*: CI J = 6.1162e-06 Ha*, formula = 6.0568e-06 Ha*, CI/formula = 1.010
same at R = 7.268 a* without d functions: 1.1651e-04 Ha*
leading chi=1 law / formula at that R = 0.879
inputs: kappa = 11.7, m* = 0.3, spacing = 15.0 nm
a* = 2.064 nm, Ha* = 59.63 meV, binding Ha*/2 = 29.82 meV
R/a* = 7.268, R^(5/2) = 142.42, exp(-2R) = 4.8634e-07
J = 6.760 ueV
J/h = 1.635 GHz, J/kB = 78.4 mK
J at 20 nm = 0.1091 ueV
d ln J / d spacing at 15 nm = -0.802 per nm
CI value of J at 15 nm = 7.219 ueV
masses 0.19, 0.92: variational binding = 29.61 meV, radii = 2.44, 1.40 nm
light-mass axis: decay length = 2.60 nm, exponential factor on J = 2.03e+01
heavy-mass axis: decay length = 1.18 nm, exponential factor on J = 1.98e-05
rough binding 45 meV: decay length = 1.68 nm, exponential factor on J = 0.036
valley factor on J over 10 sites within 0.5 nm of 15 nm along [100]: 0.0397 to 0.9676
valley inputs: lattice 0.543 nm, k0 = 0.85 x 2pi/lattice
oxide (kappa 3.9) at 20 nm: change of ln J = -0.0005
kB T at 0.1 K = 8.62 ueV
kB T at 4.0 K = 344.69 ueV
```
